# Exchange Self-Energy and Logarithmic Velocity Growth of a Dirac Cone

## 1. Definitions and conventions

Hartree atomic units are used, with \(\hbar=e=m_e=1\). One spin and valley species near a Dirac point has the Hamiltonian

\[
H_0(\mathbf k)=v\,\boldsymbol\sigma\cdot\mathbf k,\qquad
\boldsymbol\sigma=(\sigma_x,\sigma_y),
\]

where \(\mathbf k\) is measured from the Dirac point and the Pauli matrices act on the two sublattice amplitudes. The velocity \(v\) is the one before the exchange treated here is added. If an input velocity already contains this exchange, adding the result below counts it twice.

The electrons interact instantaneously through \(1/(\kappa r)\), with \(\kappa\) the dielectric constant of the surroundings. The two-dimensional Fourier transform and the dimensionless coupling are

\[
V(q)=\int_0^\infty r\,dr\,\frac{2\pi J_0(qr)}{\kappa r}
=\frac{2\pi}{\kappa q},\qquad
\alpha_g=\frac{1}{\kappa v}.
\]

The interaction couples total densities, so it conserves the sublattice index at each vertex. The system is neutral: the lower band is filled for \(|\mathbf q|<\Lambda\) and the upper band is empty. A neutralizing background cancels the Hartree term. Exchange between valleys is neglected, and different spins do not exchange, so the result is not multiplied by the number of species.

The self-energy is written as

\[
\Sigma(\mathbf k)=s(k)+\boldsymbol\sigma\cdot\hat{\mathbf k}\,S(k),
\qquad B(k)=\frac{4\kappa S(k)}{k}.
\tag{1}
\]

For \(k<\Lambda\), the bracket \(B\) has the expansion derived below,

\[
B(k)=\ln\frac{4\Lambda}{k}-\frac12-\frac{3k^2}{16\Lambda^2}
+O\!\left(\frac{k^4}{\Lambda^4}\right).
\tag{2}
\]

Half the band splitting divided by \(k\) defines the phase velocity,

\[
v_{\rm ph}(k)=v+\frac{S(k)}{k}
=v\left[1+\frac{\alpha_g}{4}B(k)\right].
\tag{3}
\]

Its leading logarithm is \(v[1+(\alpha_g/4)\ln(\Lambda/k)]\). This short form includes the constant as well if its cutoff is replaced by \(\Lambda_{\rm eff}=4e^{-1/2}\Lambda\).

## 2. Exchange matrix

For area \(A\), the interaction is

\[
H_{\rm int}=\frac1{2A}\sum_{\mathbf p,\mathbf k,\mathbf k'}\sum_{ab}V(p)\,
\psi^\dagger_{a,\mathbf k+\mathbf p}
\psi^\dagger_{b,\mathbf k'-\mathbf p}
\psi_{b,\mathbf k'}\psi_{a,\mathbf k}.
\]

An exchange contraction pairs the first creation operator with the first annihilation operator, or the second with the second. Each needs one interchange of fermion operators, which gives a minus sign. The two contractions are equal after relabelling and cancel the factor \(1/2\). Momentum conservation sets \(\mathbf k'=\mathbf k+\mathbf p\equiv\mathbf q\) in the first one. The remaining one-body operator has the matrix

\[
\Sigma(\mathbf k)=-\int_{|\mathbf q|<\Lambda}\frac{d^2q}{(2\pi)^2}
V(|\mathbf k-\mathbf q|)P(\mathbf q),
\qquad
P(\mathbf q)=\frac{1-\boldsymbol\sigma\cdot\hat{\mathbf q}}2.
\tag{4}
\]

Here \(P\) projects on the filled state, for which \(\boldsymbol\sigma\cdot\hat{\mathbf q}=-1\). The minus sign of exchange and the minus sign in \(P\) combine to a positive vector part, which increases the splitting.

### Scalar part

The unit matrix in \(P\) gives

\[
s(k)=-\frac1{4\pi\kappa}\int_{|\mathbf q|<\Lambda}
\frac{d^2q}{|\mathbf k-\mathbf q|}.
\]

Use polar coordinates \((p,\phi)\) centred at \(\mathbf k\), so that \(d^2q/|\mathbf k-\mathbf q|=dp\,d\phi\). The distance to the edge of the disk is

\[
R(\phi)=-k\cos\phi+\sqrt{\Lambda^2-k^2\sin^2\phi}.
\]

The cosine integrates to zero. The square root defines the complete elliptic integral \(E\), taken here as a function of the modulus:

\[
s(k)=-\frac{\Lambda}{\pi\kappa}E\!\left(\frac{k}{\Lambda}\right)
=-\frac{\Lambda}{2\kappa}+\frac{k^2}{8\kappa\Lambda}+\cdots .
\tag{5}
\]

Software that takes the parameter, the square of the modulus, needs \(k^2/\Lambda^2\) as its argument. The scalar moves both bands equally. Its constant can be absorbed in the chemical potential. Its quadratic term depends on the cutoff procedure and disappears if the density matrix is measured from the reference \(1/2\) inside the same disk.

### Vector part

The second term of \(P\) gives a vector. Reflection in the line along \(\mathbf k\) reverses its transverse component, which therefore vanishes. With \(\theta\) the angle between \(\mathbf q\) and \(\mathbf k\),

\[
S(k)=\frac1{4\pi\kappa}\int_{|\mathbf q|<\Lambda}
d^2q\,\frac{\cos\theta}{|\mathbf k-\mathbf q|}.
\tag{6}
\]

This is positive: points at \(\theta\) and \(\pi-\theta\) have opposite cosines, and the point with the positive cosine lies closer to \(\mathbf k\).

The logarithm comes from \(q\gg k\), where

\[
\frac1{|\mathbf k-\mathbf q|}
=\frac1q+\frac{k\cos\theta}{q^2}+O\!\left(\frac{k^2}{q^3}\right).
\]

After multiplication by \(\cos\theta\), the first term averages to zero. The second has the angular integral \(\int_0^{2\pi}\cos^2\theta\,d\theta=\pi\), so the integral in (6) contains \(\pi k\int dq/q\). Its lower end is of order \(k\), which gives \(S\simeq(k/4\kappa)\ln(\Lambda/k)\). The constant requires the region \(q\sim k\) as well.

## 3. Integral with its constant

Put \(\mathbf k\) on the \(x\) axis and introduce elliptic coordinates with foci at \(\mathbf q=0\) and \(\mathbf q=\mathbf k\):

\[
q_x=\frac k2(1+\cosh\mu\cos\nu),\qquad
q_y=\frac k2\sinh\mu\sin\nu,
\]

with \(\mu\ge0\) and \(0\le\nu<2\pi\). Using \(\sinh^2\mu=\cosh^2\mu-1\),

\[
\begin{aligned}
|\mathbf q|^2&=\frac{k^2}{4}
\left[(1+\cosh\mu\cos\nu)^2+\sinh^2\mu\sin^2\nu\right]\\
&=\frac{k^2}{4}(\cosh\mu+\cos\nu)^2 .
\end{aligned}
\]

Replacing \(1+\cosh\mu\cos\nu\) by \(-1+\cosh\mu\cos\nu\) gives the other distance. Hence

\[
|\mathbf q|=\frac k2(\cosh\mu+\cos\nu),\qquad
|\mathbf k-\mathbf q|=\frac k2(\cosh\mu-\cos\nu).
\]

The Jacobian is

\[
\begin{aligned}
\frac{\partial(q_x,q_y)}{\partial(\mu,\nu)}
&=\frac{k^2}{4}(\sinh^2\mu\cos^2\nu+\cosh^2\mu\sin^2\nu)\\
&=\frac{k^2}{4}(\cosh^2\mu-\cos^2\nu)
=|\mathbf q||\mathbf k-\mathbf q|.
\end{aligned}
\]

Since \(\cos\theta=q_x/|\mathbf q|\), both distances cancel:

\[
d^2q\,\frac{\cos\theta}{|\mathbf k-\mathbf q|}
=q_x\,d\mu\,d\nu.
\]

The edge \(|\mathbf q|=\Lambda\) lies at \(\mu_b(\nu)\), where

\[
\cosh\mu_b=c(\nu)=2L-\cos\nu,\qquad L=\frac\Lambda k>1.
\]

The integral over \(\mu\) is elementary. From (1) and (6),

\[
B(k)=\frac1{2\pi}\int_0^{2\pi}d\nu
\left[\mu_b(\nu)+\sinh\mu_b(\nu)\cos\nu\right].
\tag{7}
\]

This one-dimensional integral involves no expansion in \(k/\Lambda\) and can be used throughout \(0<k<\Lambda\).

For large \(L\), use

\[
\mu_b=\ln(2c)-\frac1{4c^2}+O(c^{-4}),\qquad
\sinh\mu_b=c-\frac1{2c}+O(c^{-3}).
\]

Let angle brackets denote the average over \(\nu\). The four contributions are

\[
\begin{aligned}
\langle\ln(2c)\rangle
&=\ln(4L)+\left\langle\ln\!\left(1-\frac{\cos\nu}{2L}\right)\right\rangle
=\ln(4L)-\frac1{16L^2}+\cdots,\\
\left\langle-\frac1{4c^2}\right\rangle
&=-\frac1{16L^2}+\cdots,\\
\langle c\cos\nu\rangle&=-\frac12,\\
\left\langle-\frac{\cos\nu}{2c}\right\rangle
&=-\frac1{4L}\left\langle\cos\nu
\left(1+\frac{\cos\nu}{2L}\right)\right\rangle+\cdots
=-\frac1{16L^2}+\cdots .
\end{aligned}
\]

Their sum is (2). Terms of order \(L^{-3}\) contain odd powers of \(\cos\nu\) and average to zero, so the next correction is of order \(L^{-4}\).

## 4. Velocities and choice of cutoff

The eigenvalues of \(H_0+\Sigma\) are

\[
E_\pm(k)=s(k)\pm[vk+S(k)].
\]

Their splitting gives (3), because \(1/\kappa=\alpha_g v\). The group velocity defined by the splitting follows from \(S=kB/(4\kappa)\):

\[
\begin{aligned}
v_{\rm gr}&=\frac{d}{dk}(vk+S)
=v+\frac1{4\kappa}\left(B+k\frac{dB}{dk}\right)\\
&=v\left[1+\frac{\alpha_g}{4}
\left(\ln\frac{4\Lambda}{k}-\frac32-\frac{9k^2}{16\Lambda^2}
+\cdots\right)\right].
\end{aligned}
\tag{8}
\]

It has the same logarithm as the phase velocity and a constant smaller by one. The slope of one separate band also contains \(ds/dk\simeq k/(4\kappa\Lambda)\).

The additive constant depends on how large momenta are cut off. If the transfer is limited, \(|\mathbf k-\mathbf q|<\Lambda\), the boundary becomes \(c=2L+\cos\nu\). Then \(\langle c\cos\nu\rangle=+1/2\), and the last of the four averages changes sign:

\[
B_{\rm transfer}(k)=\ln\frac{4\Lambda}{k}+\frac12
-\frac{k^2}{16\Lambda^2}+O\!\left(\frac{k^4}{\Lambda^4}\right).
\tag{9}
\]

The coefficient of the logarithm is the same for both cutoffs. To fit a cone to a known velocity, it is convenient to remove the constant by subtraction at a reference momentum \(k_0\):

\[
v_{\rm ph}(k)=v_{\rm ph}(k_0)+\frac1{4\kappa}\ln\frac{k_0}{k},
\qquad k,k_0\ll\Lambda.
\tag{10}
\]

The reference velocity must belong to the same exchange model.

## 5. Absence of a gap and self-consistency

The massless Hamiltonian obeys \(\sigma_zH_0\sigma_z=-H_0\), so \(\sigma_z\) interchanges filled and empty states:

\[
\sigma_zP\sigma_z=1-P,\qquad
\sigma_z(P-\tfrac12)\sigma_z=-(P-\tfrac12).
\]

A \(\sigma_z\) component would not change sign under this operation and is therefore absent from \(P\). Equation (4) multiplies \(P\) by a number at each \(\mathbf q\), so it cannot create that component. The remaining vector part vanishes at the Dirac point because \(k\ln(1/k)\to0\). The velocity diverges logarithmically in this model while the splitting tends to zero.

The symmetric state is also a self-consistent Hartree–Fock solution at fixed \(\Lambda\), provided the band order is kept. The self-energy is parallel to \(\boldsymbol\sigma\cdot\hat{\mathbf k}\), and \(vk+S>0\), so the lower eigenspinor and \(P\) do not change. For this reason \(S\) does not depend on \(v\), and a second iteration returns the same self-energy.

A sufficient condition for the band order follows from (5). The power series of \(E\) has negative coefficients after its first term, so \(s(k)-s(0)\) is convex in \(k\). It is bounded by the chord to \(k=\Lambda\), where \(E=1\):

\[
0\le s(k)-s(0)\le\left(\frac12-\frac1\pi\right)\frac k\kappa .
\]

The factor is about 0.182. If \(0.182\,\alpha_g<1\), this rise is smaller than \(vk\), and the filled band stays below the Dirac-point energy. Thus \(\alpha_g<5.5\) is sufficient for the band order. Self-consistency does not imply stability: as noted after (11), the symmetric state becomes unstable to a mass at a much smaller coupling.

### Response to a mass already present

Add \(m\sigma_z\) to \(H_0\), with \(m>0\). The projector becomes

\[
P_m(\mathbf q)=\frac12\left[1-
\frac{v\boldsymbol\sigma\cdot\mathbf q+m\sigma_z}
{\sqrt{v^2q^2+m^2}}\right].
\]

At \(\mathbf k=0\), the factor \(q\) in \(d^2q\) cancels that in \(V\), and one exchange step adds

\[
\Sigma_z(0)=\frac1{2\kappa}\int_0^\Lambda
\frac{m\,dq}{\sqrt{v^2q^2+m^2}}
=\frac{\alpha_g m}{2}\operatorname{arsinh}\frac{v\Lambda}{m}.
\tag{11}
\]

This vanishes as \(m\to0\), but \(\Sigma_z(0)/m\) grows logarithmically. Exchange therefore enhances a mass that is present and creates none from the symmetric state. Equation (11) does not decide whether a separate, spontaneously gapped solution exists. That requires a self-consistent mass that depends on momentum, together with the dressed velocity. Its onset follows from the linearised equation \(m(k)=\int_{|\mathbf q|<\Lambda}\frac{d^2q}{(2\pi)^2}V(|\mathbf k-\mathbf q|)\,\frac{m(q)}{2[vq+S(q)]}\). For this sharp cutoff the largest eigenvalue of the kernel is about 0.58 at \(\alpha_g=0.5\) and reaches 1 near \(\alpha_g\approx1.2\). The symmetric state is locally stable against such a mass only below that coupling.

## 6. Where the logarithm stops

Suppose electrons also fill the upper band up to \(k_F\). For \(q<k_F\) both bands are occupied, \(P=1\), and the vector part cancels. For \(k\ll k_F\), the large-\(q\) expansion then holds throughout the remaining region \(k_F<q<\Lambda\), and

\[
B(k)\longrightarrow\ln\frac{\Lambda}{k_F}.
\]

Well below the Fermi momentum, doping thus replaces \(k\) by \(k_F\) as the lower limit of the logarithm. Near \(k_F\) this replacement is not enough: \(B\) stays finite, but the sharp edge of the occupation makes the group velocity defined by the splitting, and the slope of the upper band, diverge logarithmically as \(k\to k_F\) in this unscreened exchange model. The slope of the lower band stays finite there: its overlap with the added upper-band states, \((1-\cos\theta)/2\), vanishes at \(\mathbf q=\mathbf k\), so the scalar and vector logarithms cancel.

For the neutral cone, consider also a model interaction that stays finite at zero momentum, \(V(q)=2\pi/[\kappa(q+s_0)]\) with \(s_0>0\). Here \(s_0\) is a chosen parameter and is not derived from the screening by the cone's own electrons. For \(k\ll s_0\), expand

\[
V(|\mathbf q-\mathbf k|)\simeq V(q)-k\cos\theta\,\frac{dV}{dq},
\qquad -\frac{dV}{dq}=\frac{2\pi}{\kappa(q+s_0)^2}.
\]

The expansion fails for \(q\lesssim k\), but that region has area of order \(k^2\) and a finite interaction, so it changes \(B\) by at most a term of order \(k/s_0\). The actual change is smaller: the constant \(V(0)\) multiplies \(\cos\theta\) and averages to zero over a disk centred at \(\mathbf q=0\). Only the variation of \(V\) across the region, of relative size \(k/s_0\), remains, so the region contributes at order \(k^2/s_0^2\). The next term of the expansion, integrated over \(k\ll q\ll s_0\), adds a logarithm, so the full deviation from the limit below is \(-(k^2/8s_0^2)\ln(s_0/k)\) to leading order. The angular integral again gives \(\pi\), and

\[
B(k\to0)=\int_0^\Lambda\frac{q\,dq}{(q+s_0)^2}
=\ln\frac{\Lambda+s_0}{s_0}-\frac{\Lambda}{\Lambda+s_0}.
\tag{12}
\]

Making this interaction finite at \(q=0\) therefore removes the unlimited growth found with the bare \(1/q\) form.

## 7. Worked example

The round model parameters are \(v=0.4\) a.u., \(\kappa=5\) and \(\Lambda=0.5\) bohr\(^{-1}\). They give \(\alpha_g=1/(5\times0.4)=0.5\) and represent no particular material.

At \(k=0.005\) bohr\(^{-1}\), \(\ln(\Lambda/k)=4.60517\). Adding \(2\ln2-1/2=0.88629\) and subtracting the small quadratic term gives \(B=5.49145\). Then

\[
S=\frac{0.005\times5.49145}{4\times5}
=1.3729\times10^{-3}\ \text{hartree},
\]

\[
v_{\rm ph}=0.4+\frac{5.49145}{20}=0.6746\ \text{a.u.},
\]

or \(1.476\times10^6\) m/s. The same procedure at three momenta gives:

| \(k\) (bohr\(^{-1}\)) | \(B\) | \(v_{\rm ph}\) (a.u.) | \(v_{\rm gr}\) (a.u.) | splitting (hartree) |
|---|---:|---:|---:|---:|
| 0.05 | 3.18700 | 0.55935 | 0.50916 | 0.055935 |
| 0.005 | 5.49145 | 0.67457 | 0.62457 | 0.0067457 |
| 0.0005 | 7.79405 | 0.78970 | 0.73970 | 0.00078970 |

Each tenfold reduction of \(k\) adds about \(\ln(10)/20=0.115\) a.u. to either velocity, while the splitting falls. The phase and group velocities differ by nearly \(1/(4\kappa)=0.05\) a.u., as (8) requires.

At \(k=0.005\) bohr\(^{-1}\), the leading logarithm alone gives 0.6303 a.u., which is 6.6% below the full phase velocity. It lies close to the group velocity because the constant in (8) is only \(0.886-1=-0.114\). The transfer cutoff gives \(B=6.49146\) at this momentum, larger by \(1+k^2/(8\Lambda^2)\), as the difference of (9) and (2) requires.

Without a seed mass, the calculated gap at \(k=0\) is \(3\times10^{-16}\) hartree, which is rounding error beside the scalar shift of \(-0.05\) hartree. A seed of \(2\times10^{-3}\) hartree receives an addition of \(2.65\times10^{-3}\) hartree, and a seed of \(2\times10^{-4}\) hartree receives \(3.80\times10^{-4}\) hartree. The additions are 1.32 and 1.90 times the seeds. They fall with the seed, while their ratio to it rises as (11) predicts. Such a large response is a reason not to read (11) as a converged gap.

For \(s_0=0.05\) bohr\(^{-1}\), equation (12) gives \(\ln11-10/11=1.4888\). The direct integrals at \(k=5\times10^{-4}\) and \(5\times10^{-5}\) bohr\(^{-1}\) give 1.4887 and 1.4888, so the growth has stopped.

## 8. Numerical use and limits

For a direct evaluation of (4), polar coordinates centred at \(\mathbf k\) remove the Coulomb singularity. The spinor direction still jumps at \(\mathbf q=0\), that is, at \(p=k\) and \(\phi=\pi\), and the integration points should be concentrated there. Projectors from numerical diagonalization then give all components of \(\Sigma\) without assuming (2). Tests of this kind confirmed the bracket, the scalar part, the vanishing transverse and \(\sigma_z\) components, and the unchanged eigenspinors at the three momenta. The bracket and the scalar part are printed in the numerical output; the vanishing components and the spinor overlap are checked by assertions in the program.

Equation (2) needs \(k\ll\Lambda\); closer to the cutoff, (7) should be used, although the lattice bands may then no longer form a cone. The calculation with the bare interaction omits both static and dynamic screening by the cone's own electrons, as well as other correlation effects. Their influence on the velocity at \(\alpha_g=0.5\) has not been estimated here. The digits above therefore measure the accuracy of the exchange integral, not the accuracy of a prediction for a material.

## Computed results

```
bare velocity v = 0.400 a.u.
dielectric constant kappa = 5.000 (dimensionless)
cutoff Lambda = 0.500 bohr^-1
coupling alpha_g = 0.500 (dimensionless)
constant 2 ln 2 - 1/2 = 0.886294 (dimensionless)
effective cutoff = 1.21306 bohr^-1
k = 0.0500 bohr^-1:
  ln(Lambda/k) = 2.30259 (dimensionless)
  bracket, direct integral = 3.18700 (dimensionless)
  bracket, formula = 3.18700 (dimensionless)
  vector self-energy S = 7.967496e-03 hartree
  scalar self-energy = -0.0498748 hartree
  band splitting = 5.593499e-02 hartree
  phase velocity = 0.55935 a.u.
  leading logarithm only = 0.51513 a.u.
  group velocity = 0.50916 a.u.
k = 0.0050 bohr^-1:
  ln(Lambda/k) = 4.60517 (dimensionless)
  bracket, direct integral = 5.49145 (dimensionless)
  bracket, formula = 5.49145 (dimensionless)
  vector self-energy S = 1.372861e-03 hartree
  scalar self-energy = -0.0499987 hartree
  band splitting = 6.745723e-03 hartree
  phase velocity = 0.67457 a.u.
  leading logarithm only = 0.63026 a.u.
  group velocity = 0.62457 a.u.
  phase velocity = 1.4758e+06 m/s
k = 0.0005 bohr^-1:
  ln(Lambda/k) = 6.90776 (dimensionless)
  bracket, direct integral = 7.79405 (dimensionless)
  bracket, formula = 7.79405 (dimensionless)
  vector self-energy S = 1.948512e-04 hartree
  scalar self-energy = -0.0500000 hartree
  band splitting = 7.897025e-04 hartree
  phase velocity = 0.78970 a.u.
  leading logarithm only = 0.74539 a.u.
  group velocity = 0.73970 a.u.
bracket growth per unit ln(1/k) = 1.000008 (dimensionless)
transfer cutoff, k = 0.0050 bohr^-1: bracket = 6.49146
scalar self-energy at k = 0: -0.0500000 hartree
gap at k = 0 without seed: 3.2e-16 hartree
seed mass 2.0e-03 hartree: exchange adds 2.64917e-03 hartree
seed mass 2.0e-04 hartree: exchange adds 3.80045e-04 hartree
screening momentum s_0 = 0.050 bohr^-1
screened bracket at k = 5e-4 bohr^-1: 1.4887
screened bracket at k = 5e-5 bohr^-1: 1.4888
screened bracket, limit k -> 0: 1.4888 (dimensionless)
```
